# Nyquist dephasing time of a two-dimensional oxide film at 4 K

## Problem

A 10 nm amorphous oxide film conducts as a disordered metal. Its sheet resistance is $R=2.0$ kΩ at $T=4.0$ K.

(a) Show how thermal voltage noise in the film limits the phase memory of its electrons, and estimate the dephasing time from the Altshuler-Aronov-Khmelnitsky (AAK) expression

$$\frac1{\tau_N}=\frac{k_BT}{\hbar}\,\frac{r}{2\pi}\,\ln\frac{\pi}{r},\qquad r=\frac{e^2R}{\hbar}. \tag{1}$$

(b) Decide how far the number can be trusted, and when the expression fails.

**Conventions.** An electron can traverse a closed path in either direction. The interference of the two amplitudes decays as $e^{-F(t)}$, and $\tau$ is the time in an equivalent factor $e^{-t/\tau}$. Motion is diffusive with constant $D$. Noise spectra are two-sided. Charge noise is kept; spin-dependent (triplet) interaction noise is not.

## Solution

### 1. The voltage noise

Let $\rho$ be the charge per area, $V$ the potential and $j_n$ the Johnson current source, whose longitudinal spectrum is $2k_BT/R$. The current is $\mathbf j=-i\mathbf qV/R-iD\mathbf q\rho+\mathbf j_n$, and a charged sheet has $V=\rho/(2\epsilon q)$. Continuity, $-i\omega\rho+i\mathbf q\cdot\mathbf j=0$, gives

$$(-i\omega+Dq^2+\Gamma_q)\rho=-i\mathbf q\cdot\mathbf j_n,\qquad \Gamma_q=\frac{q}{2\epsilon R}.$$

Hence

$$\langle VV\rangle_{q\omega}=\frac{2k_BT/R}{4\epsilon^2[\omega^2+(Dq^2+\Gamma_q)^2]}\simeq\frac{2k_BTR}{q^2}. \tag{2}$$

The last form holds for strong screening, $\Gamma_q\gg\omega,Dq^2$, because $4\epsilon^2\Gamma_q^2=q^2/R^2$. The noise between two points then grows with their distance $\ell$ as $2k_BTR\,(\ln \ell)/\pi$. As a test, the noise of all bonds in a square resistor lattice was summed. Going from 6 to 12 spacings raised it by 0.2223 in units of $2k_BTR$, against $(\ln2)/\pi=0.2206$.

An electron cannot give up arbitrary energy to this noise, since the final state must be empty. With $x=\hbar\omega/k_BT$ and energy $\varepsilon$ in units of $k_BT$ from the Fermi level, emission carries the factor $n+1-f(\varepsilon-x)$, where $n=1/(e^x-1)$. To average over thermal electrons, set $a=e^\varepsilon$ and $b=e^{-x}$:

$$\int(-f')f(\varepsilon-x)\,d\varepsilon=\int_0^\infty\frac{da}{(1+a)^2(1+ba)}=\frac1{1-b}+\frac{b\ln b}{(1-b)^2}.$$

The integral follows from partial fractions. Since $1/(1-b)=n+1$ and $b/(1-b)^2=1/[4\sinh^2(x/2)]$, the averaged factor is $x/[4\sinh^2(x/2)]$. Absorption gives the same average by particle-hole symmetry. The classical value of the factor is $1/x$, so (2) is multiplied by

$$w(x)=\frac{(x/2)^2}{\sinh^2(x/2)}. \tag{3}$$

I treat this Pauli-limited spectrum as that of a classical Gaussian noise, which is an assumption of the model.

Its time correlation is $W(s)=\int\frac{dx}{2\pi}w(x)e^{ixs}$, with $s$ in units of $\hbar/k_BT$. For $s>0$ the double poles at $x=2\pi ik$ give

$$W(s)=4\pi\sum_{k\ge1}(k^2y-k)e^{-2ky}=\pi\,\frac{y\coth y-1}{\sinh^2y},\quad y=\pi s. \tag{4}$$

### 2. The phase exponent

The phase difference between a path and its reverse is

$$\varphi=\frac e\hbar\int_0^t dt_1\,[V(\mathbf r(t_1),t_1)-V(\mathbf r(t-t_1),t_1)].$$

Gaussian noise gives $\langle e^{i\varphi}\rangle=e^{-F}$ with $F=\frac12\langle\varphi^2\rangle$. The square contains two equal self terms and two equal cross terms. Thus $F$ is $e^2/\hbar^2$ times the double time integral of one self correlation minus one cross correlation.

Now average $F$ over closed random walks. A closed walk is a free walk minus a uniform drift, $\mathbf B(t_1)-(t_1/t)\mathbf B(t)$. Over a time separation $u$, each component of its displacement has variance $2D(u-2u^2/t+u^2/t)=2Du(1-u/t)$. Therefore $\langle e^{i\mathbf q\cdot\Delta\mathbf r}\rangle=e^{-Dq^2u(1-u/t)}$. The separation is $|t_1-t_2|$ in the self term and $|t_1+t_2-t|$ in the cross term. The momentum integral is

$$\int\!\frac{d^2q}{(2\pi)^2}\frac{e^{-\alpha q^2}-e^{-\beta q^2}}{q^2}=\frac1{4\pi}\ln\frac\beta\alpha. \tag{5}$$

Each term alone diverges at small $q$. The difference is finite because a very long-wavelength potential shifts both paths equally. The constant $D$ cancels in the ratio.

Let $\theta=k_BTt/\hbar$, and use the dimensionless variables $s=\theta_1-\theta_2$ and $S=\theta_1+\theta_2-\theta$. The Jacobian is $\frac12$ and the region is $|s|+|S|\le\theta$. With $L(u)=\ln u+\ln(1-u/\theta)$ and $m=\theta-s$,

$$F=\frac r{2\pi}J,\qquad J=2\int_0^\theta ds\,W(s)\int_0^m dS\,[L(S)-L(s)].$$

The two parts of the inner integral are

$$\int_0^mL(S)\,dS=(m\ln m-m)+\Big(-m-s\ln\frac s\theta\Big),$$
$$mL(s)=m\ln s+m\ln m-m\ln\theta.$$

Their difference is $-2m-(s+m)\ln(s/\theta)$, and $s+m=\theta$, so

$$J(\theta)=2\theta\int_0^\theta ds\,W(s)\Big[\ln\frac\theta s-2\Big(1-\frac s\theta\Big)\Big]. \tag{6}$$

**Short times.** For $\theta\ll1$, write $W\simeq W_0-W_2s^2$. The $W_0$ term vanishes, since $\int_0^1(-\ln v-2+2v)\,dv=1-2+1=0$. The next integral, with an extra $v^2$, is $-\frac1{18}$, so $J\simeq W_2\theta^4/9$. A potential that barely changes during the loop gives both directions the same phase, and little dephasing results.

**Long times.** For $\theta\gg1$ the upper limit can go to infinity. The moments of $W$ follow from integrating the series (4) term by term for $p>1$ and continuing analytically:

$$M(p)=2\int_0^\infty Ws^p\,ds=2(2\pi)^{-p}\,\Gamma(p+1)(p-1)\zeta(p).$$

With $\zeta(0)=-\frac12$ and $\zeta'(0)/\zeta(0)=\ln2\pi$, this gives $M(0)=1$ and $M'(0)=-\ln2\pi-\gamma-1+\ln2\pi=-(1+\gamma)$, where $\gamma=0.577$ is Euler's constant. Since $(p-1)\zeta(p)\to1$ at $p=1$, also $M(1)=1/\pi$. Inserting these in (6),

$$J\simeq\theta(\ln\theta+\gamma-1)+\frac2\pi. \tag{7}$$

### 3. From the exponent to the AAK expression

To leading logarithm, $F=1$ reads $(r/2\pi)\,\theta\ln\theta=1$, or

$$\frac1\theta=\frac r{2\pi}\ln\theta,\qquad \theta=\frac{2\pi}{r\ln\theta}. \tag{8}$$

This fixes the prefactor in (1). The logarithm still contains the unknown time. If $\ln\theta$ is replaced by 2 in the second form, then $\theta\approx\pi/r$; putting this inside the logarithm of the first form gives (1). This motivates the number $\pi$ but does not prove it: another choice of order one is equally allowed at leading logarithm.

For the film,

$$r=0.4868,\quad \frac r{2\pi}=0.07748,\quad \ln\frac\pi r=1.865,\quad \frac{k_BT}\hbar=5.237\times10^{11}\ \mathrm{s^{-1}},$$

$$\frac1{\tau_N}=5.237\times10^{11}\times0.07748\times1.865=7.57\times10^{10}\ \mathrm{s^{-1}}.$$

The answer to (a) is $\tau_N\approx13$ ps.

### 4. How good is the estimate?

Solving $F=1$ with the full integral (6) gives $\theta=7.63$, or 14.6 ps, which is 10% above the AAK value. Here $\ln\theta=2.03$, but the factor that plays the part of the logarithm in the full condition is $J/\theta=1.69$, because the constants in (7) are not small. The 10% gap is the ratio of $\ln(\pi/r)=1.865$ to this factor. Equation (7) confirms the root: $7.63\,(2.03+0.577-1)+0.64=12.9$, equal to $2\pi/r$. As a test of the path average, 1500 simulated closed walks of 400 steps at this $\theta$ gave a mean $F$ of $1.002\pm0.008$.

A dephasing time can also be defined through weak localization, whose conductance correction is

$$\delta\sigma=-\frac{e^2}{2\pi^2\hbar}\int\frac{dt}t\,e^{-F(t)}. \tag{9}$$

The exponential $e^{-t/\tau}$ that gives the same zero-field correction has $\tau=19$ ps, 45% above the AAK value. The main reason is that $F$ rises faster than linearly. If $F=(t/t_1)^p$, matching the two integrals gives $\tau=t_1e^{\gamma(1-1/p)}$. From (7), the local power at $F=1$ is $p=\theta(\ln\theta+\gamma)/J\approx1.54$, which turns 14.6 ps into about 18 ps.

Averaging $F$ rather than $e^{-F}$ over paths is a smaller matter: in the simulation at $F=1$, $-\ln\langle e^{-F}\rangle$ was 0.955. "Roughly 13 ps" is thus the value of a particular closed form, and the two definitions used so far give 14.6 and 19 ps within the same noise model, with $F$ averaged over paths.

### 5. A few cases

| $R$ (kΩ) | $T$ (K) | AAK (ps) | $F=1$ (ps) |
|---|---|---|---|
| 1 | 4 | 19.3 | 23.2 |
| 2 | 4 | 13.2 | 14.6 |
| 4 | 4 | 10.5 | 9.4 |
| 2 | 2 | 26.4 | 29.1 |

At fixed $R$, both times scale as $1/T$, because the condition $F=1$ fixes $\theta$ through $r$ alone. The last entry is twice the value at 4 K for this reason.

At fixed $T$, the rate (1) varies as $r\ln(\pi/r)$, whose derivative $\ln(\pi/r)-1$ vanishes at $\ln(\pi/r)=1$. The rate therefore peaks at 4.75 kΩ and falls to zero at 12.9 kΩ. That fall is an artefact of the closed form: in (6), a larger $r$ raises $F$ in proportion at every time. The 4 kΩ row is already close to the peak and should be read with caution. At the carrier density of section 6, $k_F$ times the mean free path would be only about 2 there, so the $F=1$ entry is uncertain as well.

In the opposite limit, $r\to0$, the two times merge, but slowly. Their ratio first rises as $R$ falls below 2 kΩ, as the 1 kΩ row shows, and only later returns towards one. Equation (7) without its constant $2/\pi$ gives a ratio of the $F=1$ time to the AAK time of 1.27 at $r=10^{-2}$ and still 1.08 at $r=10^{-20}$. A good metal alone does not make the leading logarithm accurate.

### 6. The film as a real material

The parameters are rough typical values for degenerate amorphous indium zinc oxide: electron density $10^{20}$ cm⁻³ and effective mass $0.3\,m_e$. The conductivity is $1/(Rd)=500$ S/cm, so the mobility is $500/(10^{20}\times1.602\times10^{-19})=31$ cm²/Vs. A bulk free-electron band, with quantization across the thin film ignored, then gives a Fermi energy of 0.26 eV, an elastic time $\tau_{el}=5.3$ fs, a mean free path of 2.9 nm and $D=5.4$ cm²/s. With the AAK time,

$$L_\varphi=\sqrt{D\tau_N}\approx85\ \text{nm},\qquad B_\varphi=\frac{\hbar}{4eD\tau_N}\approx23\ \text{mT}.$$

The field $B_\varphi$ sets the scale of the low-field magnetoresistance, but the time to use there is not the 19 ps of the zero-field correction. A weak field $B$ reduces the contribution of a loop of duration $t$ by a fraction proportional to $B^2t^2$, so the change in (9) is proportional to $\int t\,e^{-F}dt$, which is $\tau^2$ for an exponential. For $F=(t/t_1)^p$ this gives $\tau=t_1\sqrt{\Gamma(2/p)/p}$, or about 11 ps with the values of section 4, and a field of about 27 mT; the full integral (6) gives 11.4 ps and 26 mT. This step takes $F$ to be independent of the area a loop encloses. In fact the $B^2$ term weights loops by their squared area, and large loops dephase faster: at $\theta=7.63$ that weighting raises the mean $F$ of simulated closed walks from 1.00 to about 1.15. Averaging $e^{-F}$ path by path with this weight gives 11.0 ps, so the estimate holds to about 5%.

**Dimensionality and screening.** The thermal length $\sqrt{\hbar D/k_BT}=32$ nm exceeds the thickness. The lowest diffusion mode across the film relaxes at $D\pi^2/d^2$, 103 times $k_BT/\hbar$, so the noise is two-dimensional. For surroundings of relative permittivity 2.5, the full spectrum in (2) at the thermal length and frequency is 0.997 of the strong-screening value.

**Other scattering.** Electron collisions with a momentum transfer above $\hbar$ divided by the mean free path are not diffusive and are absent from (2). They have a rate of order $(k_BT)^2/(\hbar E_F)$, about 1% of the AAK rate. For acoustic phonons, take the golden rule with squared matrix element $\Xi^2\hbar q/(2\rho_mv_s)$ per volume. The angular integral of the energy delta function gives $m/(\hbar^2k_Fq)$, and emission plus absorption gives twice the thermal factor found above. With $q_T=k_BT/\hbar v_s$,

$$\frac1{\tau_{ph}}=\frac{\Xi^2mq_T^3}{4\pi\rho_mv_s\hbar^2k_F}\int_0^\infty\frac{x^3\,dx}{2\sinh^2(x/2)},$$

and the integral equals $12\,\zeta(3)$. Rough inputs $\Xi=5$ eV, $\rho_m=6.5$ g/cm³ and $v_s=4$ km/s give 1.4% of the AAK rate. This is only a rough scale. Screening of the deformation potential by the electrons, which can lower the rate considerably, is left out. Also, $q_T$ times the mean free path is 0.39, whereas the clean formula needs a value well above one.

**Disorder.** The assumption of weak disorder is under strain, since $k_F$ times the mean free path is only 4.2. By (9), cut off at $\tau_{el}$, the weak-localization correction is roughly $(r/2\pi^2)\ln(\tau_N/\tau_{el})=19\%$ of the conductance. This is an estimate, because diffusion over times shorter than about $d^2/(\pi^2D)=19$ fs is three-dimensional. The interaction correction, taken with a coefficient of one, has a scale of $(r/2\pi^2)\ln[\hbar/(k_BT\tau_{el})]\approx15\%$. It is then unclear whether $R$ in (1) should be the measured or the uncorrected resistance. From (1), $d\ln\tau_N/d\ln R=-1+1/\ln(\pi/r)=-0.46$, so a 19% change in $R$ moves $\tau_N$ by about 9%, and the two corrections together, 34%, would move it by about 16%. The closed form understates this sensitivity, because it is not far from its artificial rate peak. For the $F=1$ time the derivative is $-1/p=-0.65$, with $p$ from section 4, and the two corrections together would move that time by about 22%.

Triplet-channel noise and magnetic impurities are not computed here, and both can change the dephasing rate. Spin-orbit coupling changes the form of the magnetoresistance from which a time is extracted. A film with so few carriers that it conducts by hopping lies outside the model altogether. The remaining printed values are in the numerical output below.

## Numbers as computed

```
Sheet resistance R = 2.0 kohm
Temperature T = 4.0 K
r = e^2 R/hbar = 0.4868
r/(2 pi) = 0.07748
ln(pi/r) = 1.8646
kB T/hbar = 5.2368e+11 1/s
AAK dephasing rate = 7.566e+10 1/s
AAK dephasing time = 13.22 ps
theta where F = 1: 7.626
Time where F = 1: 14.56 ps
Weak-localization equivalent time = 19.16 ps
Simulated-path mean F = 1.002 +/- 0.008
-ln of path-averaged exp(-F) = 0.955
Lattice noise step / (2 kB T R) = 0.2223
Logarithmic law for that step = 0.2206
Time ratio (F=1)/AAK, r=1e-2: 1.274
Time ratio (F=1)/AAK, r=1e-20: 1.080
Time ratio (F=1)/AAK, r=1e-60: 1.034
Closed-form rate peaks at R = 4.75 kohm
Closed-form rate vanishes at R = 12.91 kohm
R = 1 kohm, 4 K: AAK 19.27 ps, F=1 23.18 ps
R = 4 kohm, 4 K: AAK 10.52 ps, F=1 9.45 ps
AAK time at 2 kohm, 2 K = 26.44 ps
Film thickness = 10 nm
Electron density = 1.0e+20 cm^-3
Effective mass = 0.30 m_e
Mobility = 31.2 cm2/Vs
Fermi energy = 0.262 eV
Elastic time = 5.32 fs
Mean free path = 2.95 nm
kF times mean free path = 4.24
Diffusion constant = 5.45 cm2/s
Thermal length = 32.3 nm
Dephasing length (AAK) = 84.9 nm
Dephasing field (AAK) = 22.9 mT
Transverse mode rate/(kB T/hbar) = 103
Surrounding relative permittivity = 2.5
Noise relative to perfect screening = 0.9970
Large-transfer e-e rate / AAK rate = 0.0091
Deformation potential = 5.0 eV
Mass density = 6.5 g/cm3
Sound speed = 4.0 km/s
Thermal phonon q times mean free path = 0.39
Phonon rate / AAK rate = 0.0144
Weak-localization correction / conductance = 0.193
Interaction correction scale / conductance = 0.145
```
